# Valence-band offset from two bulk calculations and one interface potential step: verification in Python

```python
"""Valence-band offset of a heterojunction from two bulk runs and one step.

Result under test (B minus A, electron energies):
  offset = (Ev_B - vbar_B) - (Ev_A - vbar_A) + step
Ev   : valence edge of a bulk calculation with its own arbitrary zero
vbar : cell average of the electrostatic energy V in that calculation
step : macroscopic average of V deep in B minus that deep in A, taken
       from one junction calculation
The model is one-dimensional: neutral Gaussian planes of ions and
electrons, Poisson's equation for V, and local exchange W from the density.
Lengths are in nm, energies in eV, charge densities in e/nm^3.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.ndimage import uniform_filter1d
from scipy.optimize import brentq
from scipy.signal import resample
from scipy.special import erf

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m, eV nm^2
POIS = const.e / const.epsilon_0 * 1e9                   # e/eps0, V nm
COUL = POIS / (4 * np.pi)                                # e^2/4 pi eps0, eV nm
STEP = 0.02                                              # grid spacing, nm
FINE = 8                                                 # refinement factor

# points per period, sheet charge (e/nm^2), ion and electron widths (nm)
Material = namedtuple("Material", "points sheet ion_width el_width")
A = Material(27, 2.4, 0.05, 0.12)
B = Material(29, 1.8, 0.05, 0.12)
TRANSFER, SEPARATION, TRANSFER_WIDTH = 0.04, 0.20, 0.10


def period(mat):
    return mat.points * STEP


def planes(z, length, centres, sheet, width):
    """Periodic sum of Gaussian planes with the given sheet density."""
    d = z[:, None] - np.asarray(centres)[None, :]
    total = sum(np.exp(-(d + m * length)**2 / (2 * width**2))
                for m in range(-3, 4))
    return sheet * total.sum(axis=1) / (np.sqrt(2 * np.pi) * width)


def poisson(rho):
    """Electron energy V with V'' = (e/eps0) rho and zero average."""
    g = 2 * np.pi * np.fft.fftfreq(len(rho), STEP)
    r = np.fft.fft(rho)
    v = np.zeros_like(r)
    v[1:] = -POIS * r[1:] / g[1:]**2
    return np.fft.ifft(v).real


def exchange(density):
    assert density.min() > 0
    return -COUL * (3 * density / np.pi)**(1 / 3)


def bulk(mat):
    a = period(mat)
    z = np.arange(mat.points) * STEP
    ions = planes(z, a, [a / 2], mat.sheet, mat.ion_width)
    electrons = planes(z, a, [a / 2], mat.sheet, mat.el_width)
    return poisson(ions - electrons), exchange(electrons)


def bulk_bands(u, a, dk=0.0):
    """Two lowest plane-wave energies at k = pi/a + dk."""
    m = np.arange(-7, 7)
    coeff = np.fft.fft(u) / len(u)
    h = coeff[(m[:, None] - m[None, :]) % len(u)]
    h = h + np.diag(KIN * (2 * np.pi / a * (m + 0.5) + dk)**2)
    return np.linalg.eigvalsh(h)[:2]


def hole_mass(u, a):
    dk = 0.005 * np.pi / a
    drop = bulk_bands(u, a)[0] - bulk_bands(u, a, dk)[0]
    return KIN * dk**2 / drop


def isolated_plane_potential(mat):
    """Closed-form sum of neutral planes, each with V = 0 far away."""
    a = period(mat)
    z = np.arange(mat.points) * STEP - a / 2

    def ramp(x, s):        # second derivative is a unit Gaussian
        return 0.5 * (x * erf(x / (np.sqrt(2) * s))
                      + s * np.sqrt(2 / np.pi) * np.exp(-x**2 / (2 * s**2)))
    return POIS * mat.sheet * sum(
        ramp(z + m * a, mat.ion_width) - ramp(z + m * a, mat.el_width)
        for m in range(-8, 9))


def junction(n_a, n_b, transfer):
    """Periodic A/B stack with two mirror-image interfaces."""
    la, lb = n_a * period(A), n_b * period(B)
    length = la + lb
    z = np.arange(n_a * A.points + n_b * B.points) * STEP
    ca = (np.arange(n_a) + 0.5) * period(A)
    cb = la + (np.arange(n_b) + 0.5) * period(B)
    ions = (planes(z, length, ca, A.sheet, A.ion_width)
            + planes(z, length, cb, B.sheet, B.ion_width))
    electrons = (planes(z, length, ca, A.sheet, A.el_width)
                 + planes(z, length, cb, B.sheet, B.el_width))
    half = SEPARATION / 2
    electrons += planes(z, length, [la + half, length - half],
                        transfer, TRANSFER_WIDTH)
    electrons -= planes(z, length, [la - half, half],
                        transfer, TRANSFER_WIDTH)
    rho = ions - electrons
    mid_a = n_a // 2 * A.points
    mid_b = n_a * A.points + n_b // 2 * B.points
    return z, rho, poisson(rho), exchange(electrons), mid_a, mid_b


def macro(f):
    """Average over one period of A, then over one period of B."""
    return uniform_filter1d(uniform_filter1d(f, A.points, mode="wrap"),
                            B.points, mode="wrap")


def bloch_trace(energy, u):
    """Trace of the Numerov transfer matrix over one period: 2 cos(ka)."""
    h2 = (STEP / FINE)**2
    p, q, r, s = 1.0, 0.0, 0.0, 1.0
    for value in u:
        f = (value - energy) / KIN
        t = 2 + h2 * f / (1 - h2 * f / 12)
        p, q = t * p - q, p
        r, s = t * r - s, r
    return p + s


def local_edges(u_junction, start, mat):
    """Band edges of one period cut from the junction potential."""
    fine = resample(u_junction, FINE * len(u_junction))
    u = fine[FINE * start: FINE * (start + mat.points)]
    scan = u.mean() + np.linspace(-0.5, 3.0, 351)
    value = bloch_trace(scan, u) + 2
    cross = np.where(value[:-1] * value[1:] < 0)[0][:2]
    edges = [brentq(lambda e: bloch_trace(e, u) + 2, scan[i], scan[i + 1],
                    xtol=1e-11) for i in cross]
    return edges[0], edges[1], u


a_A, a_B = period(A), period(B)
V_A, W_A = bulk(A)
V_B, W_B = bulk(B)
N_A, N_B = 8, 16
z, rho, V, W, mid_A, mid_B = junction(N_A, N_B, TRANSFER)
Vm = macro(V)
step = Vm[mid_B] - Vm[mid_A]

# The layer interiors are bulk-like apart from a constant.
for mat, mid, vb, wb in ((A, mid_A, V_A, W_A), (B, mid_B, V_B, W_B)):
    cut = slice(mid, mid + mat.points)
    assert np.allclose(V[cut] - Vm[mid], vb - vb.mean(), atol=1e-8)
    assert np.allclose(W[cut], wb, atol=1e-8)
    assert np.ptp(Vm[cut]) < 1e-8

# Offset read directly from the junction, without any reference potential.
ev_A, ec_A, u_A = local_edges(V + W, mid_A, A)
ev_B, ec_B, u_B = local_edges(V + W, mid_B, B)
direct = ev_B - ev_A

# Three choices of the bulk zero.
iso_A, iso_B = isolated_plane_potential(A), isolated_plane_potential(B)
choices = {"cell average": (V_A - V_A.mean(), V_B - V_B.mean()),
           "midpoint": (V_A - V_A[0], V_B - V_B[0]),
           "isolated planes": (iso_A, iso_B)}
table = {}
for name, (va, vb) in choices.items():
    ea = bulk_bands(va + W_A, a_A)[0]
    eb = bulk_bands(vb + W_B, a_B)[0]
    offset = (eb - vb.mean()) - (ea - va.mean()) + step
    table[name] = (ea, va.mean(), eb, vb.mean(), eb - ea, offset)
    assert abs(offset - direct) < 2e-5
naive = [row[4] for row in table.values()]
assert np.ptp(naive) > 0.01
offset = table["cell average"][5]
beta_A = table["cell average"][0] - table["cell average"][1]
beta_B = table["cell average"][2] - table["cell average"][3]
gap_A = np.diff(bulk_bands(V_A + W_A, a_A))[0]
gap_B = np.diff(bulk_bands(V_B + W_B, a_B))[0]
assert abs(gap_A - (ec_A - ev_A)) < 2e-5
assert abs(gap_B - (ec_B - ev_B)) < 2e-5

# The step from charge moments and from the averaged charge density.
Q_A = A.sheet * (A.ion_width**2 - A.el_width**2)
Q_B = B.sheet * (B.ion_width**2 - B.el_width**2)
dipole = -TRANSFER * SEPARATION
mean_A, mean_B = POIS * Q_A / (2 * a_A), POIS * Q_B / (2 * a_B)
assert abs(iso_A.mean() - mean_A) < 1e-8
assert abs(iso_B.mean() - mean_B) < 1e-8
assert abs(step - (mean_B - mean_A - POIS * dipole)) < 1e-6
rho_m = macro(rho)
part = slice(mid_A, mid_B)
net_charge = rho_m[part].sum() * STEP
moment = ((z[part] - N_A * a_A) * rho_m[part]).sum() * STEP
assert abs(net_charge) < 1e-8
assert abs(step + POIS * moment) < 1e-6

# Isolated-plane zeros miss exactly the transfer dipole.
missed = direct - table["isolated planes"][4]
assert abs(missed + POIS * dipole) < 2e-5

# Averaging the total local potential gives the same offset.
Um = macro(V + W)
step_total = Um[mid_B] - Um[mid_A]
band_total = ((table["cell average"][2] - (V_B + W_B).mean())
              - (table["cell average"][0] - (V_A + W_A).mean()))
offset_total = band_total + step_total
assert abs(offset_total - direct) < 2e-5

# One filter alone leaves a ripple in the other crystal.
single = uniform_filter1d(V, A.points, mode="wrap")
ripple = np.ptp(single[mid_B: mid_B + B.points])
assert ripple > 1e-3

# A different interface has a different offset.
_, _, V0, W0, m0_A, m0_B = junction(N_A, N_B, 0.0)
direct_0 = (local_edges(V0 + W0, m0_B, B)[0]
            - local_edges(V0 + W0, m0_A, A)[0])
assert abs((direct - direct_0) + POIS * dipole) < 2e-5

# A bulk calculation at the wrong strain spoils the offset.
wrong = B._replace(points=28)
V_w, W_w = bulk(wrong)
strain_error = (bulk_bands(V_w + W_w, period(wrong))[0]
                - V_w.mean() - beta_B)
assert abs(strain_error) > 0.01

# Full spectra: the top valence state approaches the aligned edge of B.
mass_A, mass_B = hole_mass(V_A + W_A, a_A), hole_mass(V_B + W_B, a_B)
confinement, widths = [], []
for cells in (16, 24):
    _, _, Vj, Wj, _, mb = junction(N_A, cells, TRANSFER)
    n = len(Vj)
    g = 2 * np.pi * np.fft.fftfreq(n, STEP)
    ham = np.fft.ifft(KIN * g[:, None]**2 * np.fft.fft(np.eye(n), axis=0),
                      axis=0).real + np.diag(Vj + Wj)
    top = N_A + cells - 1            # one valence state per cell
    level = eigh(ham, eigvals_only=True, subset_by_index=[top, top])[0]
    confinement.append(beta_B + macro(Vj)[mb] - level)
    widths.append(cells * a_B)
assert min(confinement) > 0
root = 1 / np.sqrt(np.array(confinement))
coefficient = ((widths[1] - widths[0]) / (root[1] - root[0]))**2
mass_spectrum = KIN * np.pi**2 / coefficient
# Tolerance: nonparabolic band and energy-dependent penetration into A.
assert abs(mass_spectrum / mass_B - 1) < 0.08

# Sizes of neglected effects; material inputs are rough typical values.
so_A, so_B, shear_potential = 0.04, 0.30, 2.5
shrink_A, shrink_B = 0.05, 0.08
doping_cm3, eps_r, bending = 1e17, 12.0, 0.5
so_shift = (so_B - so_A) / 3
tetragonal = a_B / a_A - 1
strain_shift = shear_potential * tetragonal
field = np.sqrt(2 * const.e * doping_cm3 * 1e6 * bending
                / (eps_r * const.epsilon_0))              # V/m
field_drop = field * (a_A + a_B) * 1e-9
assert 0 < direct < gap_A
decay = a_A / np.arccosh(-bloch_trace(ev_B, u_A) / 2)

print(f"period A, B: {a_A:.2f}, {a_B:.2f} nm")
print(f"sheet charge A, B: {A.sheet:.1f}, {B.sheet:.1f} e/nm^2")
print(f"ion, electron plane width: {A.ion_width}, {A.el_width} nm")
print(f"transferred charge: {TRANSFER} e/nm^2")
print(f"transfer distance, width: {SEPARATION}, {TRANSFER_WIDTH} nm")
print(f"cells in A, B layers: {N_A}, {N_B}")
print(f"hbar^2/2m: {KIN:.5f} eV nm^2; e/eps0: {POIS:.4f} V nm")
print(f"gap A, B: {gap_A:.4f}, {gap_B:.4f} eV")
print("bulk zero: Ev_A, vbar_A, Ev_B, vbar_B, Ev_B-Ev_A, offset (eV)")
for name, row in table.items():
    print(f"  {name}: " + ", ".join(f"{x + 0.0:.4f}" for x in row))
print(f"Ev - vbar in A, B: {beta_A:.4f}, {beta_B:.4f} eV")
print(f"band term (B minus A): {beta_B - beta_A:.4f} eV")
print(f"potential step: {step:.4f} eV")
print(f"offset from formula: {offset:.5f} eV = {1e3 * offset:.1f} meV")
print(f"offset read directly in junction: {direct:.5f} eV")
print(f"formula minus direct: {offset - direct:.1e} eV")
print(f"second moment Q_A, Q_B: {Q_A:.5f}, {Q_B:.5f} e")
print(f"plane averages A, B: {mean_A:.4f}, {mean_B:.4f} eV")
print(f"plane part of step: {mean_B - mean_A:.4f} eV")
print(f"transfer dipole p: {dipole:.4f} e/nm")
print(f"dipole part of step: {-POIS * dipole:.4f} eV")
print(f"moment of averaged charge: {moment:.5f} e/nm")
print(f"step from that moment: {-POIS * moment:.4f} eV")
print(f"missed with isolated-plane zeros: {missed:.4f} eV")
print(f"total-potential band term: {band_total:.4f} eV")
print(f"total-potential step: {step_total:.4f} eV")
print(f"total-potential offset: {offset_total:.4f} eV")
print(f"ripple in B, A-filter only: {1e3 * ripple:.1f} meV")
print(f"offset without charge transfer: {direct_0:.4f} eV")
print(f"error, bulk B at {period(wrong):.2f} nm: {strain_error:.4f} eV")
print(f"hole mass A, B (bulk): {mass_A:.3f}, {mass_B:.3f} m_e")
print(f"hole mass B (junction spectra): {mass_spectrum:.3f} m_e")
for w, d in zip(widths, confinement):
    print(f"hole confinement, B layer {w:.2f} nm: {1e3 * d:.2f} meV")
print(f"hole amplitude decay length in A: {decay:.3f} nm")
print("neglected effects, from rough inputs:")
print(f"  spin-orbit splittings A, B: {so_A:.2f}, {so_B:.2f} eV")
print(f"  spin-orbit shift of offset: {so_shift:.3f} eV")
print(f"  tetragonal strain of B: {100 * tetragonal:.1f} %")
print(f"  shear deformation potential: {shear_potential:.1f} eV")
print(f"  strain shift of valence top: {strain_shift:.3f} eV")
print(f"  doping: {doping_cm3:.0e} cm^-3; bending: {bending:.1f} eV")
print(f"  relative permittivity: {eps_r:.0f}")
print(f"  depletion field: {field * 1e-8:.3f} MV/cm")
print(f"  drop over a_A + a_B: {1e3 * field_drop:.1f} meV")
print(f"  gap shrinkage to 300 K A, B: {shrink_A}, {shrink_B} eV")
print(f"  difference of shrinkages: {shrink_B - shrink_A:.2f} eV")
print(f"  kT at 300 K: {1e3 * const.k * 300 / const.e:.1f} meV")
print("tests ok")
```

Printed output:

```
period A, B: 0.54, 0.58 nm
sheet charge A, B: 2.4, 1.8 e/nm^2
ion, electron plane width: 0.05, 0.12 nm
transferred charge: 0.04 e/nm^2
transfer distance, width: 0.2, 0.1 nm
cells in A, B layers: 8, 16
hbar^2/2m: 0.03810 eV nm^2; e/eps0: 18.0951 V nm
gap A, B: 1.1969, 1.0775 eV
bulk zero: Ev_A, vbar_A, Ev_B, vbar_B, Ev_B-Ev_A, offset (eV)
  cell average: -1.5886, -0.0000, -1.4178, 0.0000, 0.1708, 0.4599
  midpoint: -2.0230, -0.4344, -1.7317, -0.3139, 0.2913, 0.4599
  isolated planes: -2.0671, -0.4785, -1.7519, -0.3341, 0.3152, 0.4599
Ev - vbar in A, B: -1.5886, -1.4178 eV
band term (B minus A): 0.1708 eV
potential step: 0.2891 eV
offset from formula: 0.45995 eV = 459.9 meV
offset read directly in junction: 0.45995 eV
formula minus direct: -2.8e-10 eV
second moment Q_A, Q_B: -0.02856, -0.02142 e
plane averages A, B: -0.4785, -0.3341 eV
plane part of step: 0.1444 eV
transfer dipole p: -0.0080 e/nm
dipole part of step: 0.1448 eV
moment of averaged charge: -0.01598 e/nm
step from that moment: 0.2891 eV
missed with isolated-plane zeros: 0.1448 eV
total-potential band term: -0.1098 eV
total-potential step: 0.5698 eV
total-potential offset: 0.4599 eV
ripple in B, A-filter only: 65.2 meV
offset without charge transfer: 0.3152 eV
error, bulk B at 0.56 nm: 0.0678 eV
hole mass A, B (bulk): 0.296, 0.311 m_e
hole mass B (junction spectra): 0.307 m_e
hole confinement, B layer 9.28 nm: 11.29 meV
hole confinement, B layer 13.92 nm: 5.40 meV
hole amplitude decay length in A: 0.751 nm
neglected effects, from rough inputs:
  spin-orbit splittings A, B: 0.04, 0.30 eV
  spin-orbit shift of offset: 0.087 eV
  tetragonal strain of B: 7.4 %
  shear deformation potential: 2.5 eV
  strain shift of valence top: 0.185 eV
  doping: 1e+17 cm^-3; bending: 0.5 eV
  relative permittivity: 12
  depletion field: 0.123 MV/cm
  drop over a_A + a_B: 13.8 meV
  gap shrinkage to 300 K A, B: 0.05, 0.08 eV
  difference of shrinkages: 0.03 eV
  kT at 300 K: 25.9 meV
tests ok
```
